# The Kennedy–O'Brien correction: donor density from equilibrium electron density, part 2

In a nonuniformly doped layer electrons spread away from their donors, so the equilibrium electron density $n(x)$ at depth $x$ differs from the density $N(x)$ of ionized donors. For nondegenerate electrons in a uniform material,

$$N(x)=n(x)-K\,\frac{d^2\ln n}{dx^2},\qquad K=\frac{\varepsilon kT}{q^2}. \tag{1}$$

Here $\varepsilon$ is the permittivity, $k$ Boltzmann's constant, $T$ the temperature and $q>0$ the elementary charge. A prime denotes $d/dx$. The output writes $N_D$ for the donor density.

Degenerate electrons require $N=n-K\eta''$, with $\eta=(E_F-E_c)/kT$, Fermi level $E_F$ and conduction-band edge $E_c$. With $r=n/N_c$ and band density of states $N_c$,

$$r=e^\eta-\frac{e^{2\eta}}{\sqrt8},\qquad
\eta\approx\ln r+\frac r{\sqrt8}. \tag{6}$$

In the noise section, $r$ instead denotes a relative measurement error.

A weak ripple $N=N_0(1+a\cos\kappa x)$ gives $n=N_0(1+b\cos\kappa x)$, with Debye length $L$ and

$$\frac ba=\frac1{1+\kappa^2L^2},\qquad L=\sqrt{K/N_0}. \tag{5}$$

The example is a model germanium layer at 300 K, with relative permittivity 16, $kT/q=25.85$ mV and $K=2.286\times10^{19}$ cm$^{-3}$ nm$^2$. Its donors form a Gaussian of height $5\times10^{16}$ cm$^{-3}$, centre 200 nm and straggle 50 nm, on a background of $10^{15}$ cm$^{-3}$. The equilibrium $n$ was solved by minimizing the free energy in 1 nm cells, with zero field at the surface and at 2000 nm.

The table gives densities in units of $10^{15}$ cm$^{-3}$. Its last two columns belong to a simulated capacitance measurement, discussed below.

| Depth, nm | $N$ | $n$ | C-V | C-V corrected |
|---:|---:|---:|---:|---:|
| 150 | 31.33 | 26.80 | 25.46 | 26.63 |
| 200 | 51.00 | 41.94 | 41.74 | 51.31 |
| 250 | 31.33 | 26.35 | 26.34 | 30.15 |
| 300 | 7.77 | 9.95 | 10.90 | 9.17 |
| 350 | 1.56 | 4.45 | 5.19 | 3.19 |
| 400 | 1.02 | 2.69 | 3.05 | 1.62 |
| 600 | 1.00 | 1.26 | 1.19 | 0.80 |

### The correction by hand

Three equally spaced values give the estimate

$$(\ln n)''_i\approx\frac1{H^2}\ln\frac{n_{i-1}n_{i+1}}{n_i^2}. \tag{7}$$

At the peak, with the coarse spacing $H=50$ nm,

$$\frac1{2500}\ln\frac{26.80\times26.35}{41.94^2}
=-3.65\times10^{-4}\ \text{nm}^{-2}.$$

Multiplication by $-K$ gives $+8.3\times10^{15}$ cm$^{-3}$, so $N\approx5.03\times10^{16}$ cm$^{-3}$, 1.4 % below the true donor density. At 350 nm, the less rounded densities 9.951, 4.447 and 2.689 at 300, 350 and 400 nm give the logarithm $+0.302$. The correction is $-2.8\times10^{15}$ cm$^{-3}$ and $N\approx1.7\times10^{15}$ cm$^{-3}$, 8 % above the true value. Even this coarse spacing removes most of the difference.

A finer spacing and a better stencil remove nearly all of it. Taylor expansion of (7) gives

$$\Delta_H=u''+\frac{H^2}{12}u^{(4)}+\frac{H^4}{360}u^{(6)}+\dots,\qquad u=\ln n.$$

For spacing $2H$ the two error terms are larger by 4 and 16. The combination $(4\Delta_H-\Delta_{2H})/3$ cancels the first of them and leaves $-H^4u^{(6)}/90$. Written out, it is

$$u''_i\approx\frac{-u_{i-2}+16u_{i-1}-30u_i+16u_{i+1}-u_{i+2}}{12H^2}. \tag{8}$$

Using samples of the solved $\ln n$ every 5 nm, (8) recovered the donors between 20 and 1485 nm with a largest error of 0.005 % of the local donor density. Most of this comes from the 1 nm cells of the solver; with finer cells it falls to about 0.001 %. This test concerns noise-free data that obey the model's assumptions.

Without the correction, the largest error in the same range is 345 %, at 20 nm, the depth nearest the surface. The donor profile is symmetric about 200 nm, yet $n$ is $1.08\times10^{16}$ cm$^{-3}$ at 100 nm and $9.95\times10^{15}$ cm$^{-3}$ at 300 nm. The ends of the layer are what distinguish the two sides. Electrons spreading towards the surface are confined within 200 nm, while those on the other side have 1800 nm available.

### Noise

Suppose that each measured density has an independent relative error of standard deviation $r\ll1$. Then each $\ln n$ has an absolute error $r$. The weights in (7) are $1,-2,1$, whose squares add to 6. The standard deviation of the recovered density due to the correction term is

$$s=\frac{\sqrt6\,Kr}{H^2}. \tag{9}$$

For $r=1$ % and $H=10$ nm this is

$$s=\frac{2.449\times2.286\times10^{19}\times0.01}{100}
=5.6\times10^{15}\ \text{cm}^{-3}.$$

A test with 200 000 random errors gave $5.59\times10^{15}$ cm$^{-3}$. At the peak, $s$ is 62 % of the correction itself. At 350 nm it is 3.6 times the donor density, so data of this quality and spacing cannot give the tail point by point. For the same $r$ and $H$, stencil (8) is noisier: the squares of its weights add to 1414, and $\sqrt{1414}/12=3.13$ replaces $\sqrt6=2.45$.

Wider spacing reduces the noise as $1/H^2$ but raises the error of (7) as $H^2$. Let $c=|u^{(4)}|/12$ at the depth of interest. The mean square error of the second derivative is $6r^2/H^4+c^2H^4$, to leading order in $H$. Setting its derivative with respect to $H^4$ to zero gives

$$H^4=\frac{\sqrt6\,r}{c}=\frac{12\sqrt6\,r}{|u^{(4)}|}.$$

The best spacing thus grows as $r^{1/4}$ and differs from depth to depth. Where $u^{(4)}$ happens to vanish, the next term of the expansion sets the limit.

### Capacitance data are not the equilibrium density

A capacitance-voltage (C-V) measurement removes electrons by bias. The model below neglects holes at every bias, that is, it assumes deep depletion. Let $\Sigma$ be the number removed per unit area and $s_b$ the lowering of the surface potential in units of $kT/q$. The capacitance per area is $C=(q^2/kT)\,d\Sigma/ds_b$. The apparent depth and density are defined by

$$W=\frac\varepsilon C=\frac K{d\Sigma/ds_b},\qquad
N_{CV}(W)=\frac{d\Sigma}{dW}. \tag{10}$$

If the electrons ended abruptly at $W$ and the material beyond were neutral, then $\Sigma=\int_0^WN\,dx$ and $N_{CV}=N(W)$. Real electrons end gradually. Let $n_b$ be their density under bias. It obeys $K(\ln n_b)''=n_b-N$. Define $w=-\partial\ln n_b/\partial s_b$, the fraction removed per unit of $s_b$. Differentiating the equation with respect to $s_b$ gives

$$Kw''=n_bw,\qquad w(0)=1,\qquad w\to0\ \text{at large depth}.$$

The removed electrons have density $n_bw$ per unit of $s_b$, so $d\Sigma/ds_b=\int n_bw\,dx$. Their first moment is

$$\int_0^\infty x\,n_bw\,dx=K\int_0^\infty x\,w''dx=-K\int_0^\infty w'dx=K,$$

where the boundary term $xw'$ vanishes at both ends. Dividing by $\int n_bw\,dx$ and comparing with (10) shows that $W$ is the mean depth of the electrons being removed. They come from a distribution already altered by the bias, and nothing in this result makes $N_{CV}$ equal to the equilibrium $n$.

For uniform doping the reading is nevertheless right at large bias. With $v=\ln(n_b/N)$, multiply $Kv''=N(e^v-1)$ by $v'$ and integrate from the neutral bulk: $Kv'^2/2=N(e^v-v-1)$. At the surface $v=-s_b$ and $\Sigma=Kv'$. Once $e^{-s_b}$ is negligible, $\Sigma^2=2KN(s_b-1)$. Then $d\Sigma/ds_b=KN/\Sigma$, $W=\Sigma/N$ and $N_{CV}=N$. In a test at $5\times10^{16}$ cm$^{-3}$, for $s_b$ from 10.25 to 37.75, the simulated reading differed from $N$ by at most 0.06 %. This residue is the neglected term $e^{-s_b}$; it is 0.08 % at $s_b=10$ and below 0.001 % at $s_b=15$.

For the implant, the table shows that the reading follows $n$ closely at 200 and 250 nm, but is 5 % below it at 150 nm and 17 % above it at 350 nm. Applying (1) to the reading gives the last column:

- At the peak, the error relative to the donors falls from $-18$ % to $+0.6$ %.
- At 150 nm it changes little, from $-19$ % to $-15$ %.
- At 350 nm the reading is 3.3 times the donor density before correction and still 2.0 times after it.
- At 600 nm an error of $+19$ % becomes one of $-20$ %.

These errors contain no measurement noise. When the tail matters, it is safer to choose a trial $N$, simulate its C-V reading and adjust $N$ until the simulated and measured readings agree. This comparison does not assume that $N_{CV}=n$, though it still needs smooth or otherwise restricted trial profiles, because the electrons blur fine detail.

### The model beside a real implant

The parameters resemble a light phosphorus implant in germanium after activation; the permittivity, band masses and donor levels are rough typical values. An implant for a low-resistance contact is far heavier. A density of $10^{19}$ cm$^{-3}$, for example, is comparable with $N_c=1.0\times10^{19}$ cm$^{-3}$, so (1) must there give way to $N=n-K\eta''$, in which the second expression of (6) still serves: at $r=1$ it gives $\eta$ within 0.005 and $d\eta/dr$ within 1 %, while the Boltzmann slope $1/r$ is 26 % too small. At $r=5$ the slope from (6) is 8 % too large, and the full Fermi integral is needed. Statistics are not the only change at such densities. Exchange and screening lower the band edge by amounts that vary with $n$: at $r=1$ a first-order exchange estimate alone offsets about 60 % of the degeneracy term in the slope, and screening acts in the same direction with similar size. The screening length, under 2 nm, is also shorter than the thermal wavelength of about 9 nm, so no local formula can be trusted on a very steep flank. In a light implant, remaining damage can act as acceptors. A net acceptor density of $10^{15}$ cm$^{-3}$ would lower the recovered $N$ by 2 % at the peak but would cancel the whole background. The field-free surface is also an idealization, since a metal contact or surface charge bends the bands. Reading to 600 nm requires 1.7 V of band bending, more than twice the band gap of germanium, and a surface field of 0.077 MV/cm. The simulation ignores holes. If they stay in equilibrium, as under an oxide gate with slow bias, their surface density reaches $5\times10^{16}$ cm$^{-3}$ at about 0.34 V, when the high-frequency $W$ is near 175 nm; stronger bias does not deepen it, and the reading stops short of the peak. The deeper rows therefore need deep depletion, from a reverse-biased contact or a pulsed gate. A Schottky barrier of 0.5 to 0.6 eV already puts $W$ near 170 nm at zero bias, so the row at 150 nm would need forward bias. Such a barrier also holds $10^{16}$ to $5\times10^{17}$ holes per cm$^3$ at the surface. If they follow the Fermi level of the metal, they lower the reading at 200 nm by 1 % for 0.5 eV and 12 % for 0.6 eV; from 300 nm inward the change is about 3 % or less. Avalanche is not the limit: typical ionization coefficients put breakdown in a layer this thin at 0.2 to 0.3 MV/cm, above the rough 0.1 MV/cm listed in the output. Reverse leakage of the contact, which the model does not contain, may still end a real measurement earlier. Finally, $K$ is proportional to $T$: at fixed $n$ and $\varepsilon$, a temperature taken 10 K too high makes the correction 3.3 % too large, or $3\times10^{14}$ cm$^{-3}$ at the peak. That is 0.6 % of $N$; at 350 nm the same error lowers the recovered $N$ by 6 %.

### Order of work

1. Establish what the data represent. Equation (1) takes the equilibrium electron density; a C-V reading is a substitute whose error should be simulated for a similar profile.
2. Compute $K$ at the measurement temperature, in the units of the data.
3. Take the natural logarithm before differentiating. Estimate the noise from (9), and choose the spacing accordingly.
4. Apply (1) away from interfaces. A negative result in a layer known to be n-type signals noise, too wide a spacing, unsuitable input data or a broken assumption.
5. Solve for the equilibrium $n$ of the recovered $N$ and compare it with the input. Disagreement reveals a slip in units or arithmetic, or much too wide a spacing. Agreement proves less, because the electrons blur errors in $N$. With 1 % noise at 10 nm spacing, the recovered tail is wrong by several times $N$ and still returns the input within 0.5 %, and errors of up to 13 % in $N$ from a 50 nm stencil move $n$ by under 3 %. Nor does agreement check the assumptions shared by both calculations.

The numerical output below lists the computed values, including the donor densities recovered with (8).

## Calculated quantities

```
temperature: 300 K
relative permittivity (rough): 16
thermal voltage kT/q: 25.85 mV
implant peak above background: 5.0e+16 cm^-3
peak depth: 200 nm; straggle: 50 nm
background donors: 1.0e+15 cm^-3
implanted dose (full Gaussian): 6.267e+11 cm^-2
K = eps kT/q^2: 2.2859e+19 cm^-3 nm^2
K/straggle^2: 9.143e+15 cm^-3
Debye length at 5e16 cm^-3: 21.38 nm
Debye length at background: 151.2 nm
depth nm | donors | n | corrected n  (cm^-3)
 100 | 7.767e+15 | 1.082e+16 | 7.767e+15
 150 | 3.133e+16 | 2.680e+16 | 3.133e+16
 200 | 5.100e+16 | 4.194e+16 | 5.100e+16
 250 | 3.133e+16 | 2.635e+16 | 3.133e+16
 300 | 7.767e+15 | 9.951e+15 | 7.767e+15
 350 | 1.555e+15 | 4.447e+15 | 1.555e+15
 400 | 1.017e+15 | 2.689e+15 | 1.017e+15
 600 | 1.000e+15 | 1.262e+15 | 1.000e+15
depth nm | C-V reading | corrected C-V  (cm^-3)
 150 | 2.546e+16 | 2.663e+16
 200 | 4.174e+16 | 5.131e+16
 250 | 2.634e+16 | 3.015e+16
 300 | 1.090e+16 | 9.174e+15
 350 | 5.185e+15 | 3.185e+15
 400 | 3.051e+15 | 1.621e+15
 600 | 1.193e+15 | 7.956e+14
largest error of n as donors: 344.8 %
  at depth: 20 nm
largest error after correction: 0.005 %
ripple wavelength: 100 nm
ripple factor, solved: 0.3566; law: 0.3565
C-V error, uniform doping: 0.062 %
surface band bending at 600 nm: 1.68 V
surface field at 600 nm: 0.077 MV/cm
breakdown field (rough): 0.1 MV/cm
band density of states: 1.02e+19 cm^-3
degeneracy shift of N_D at peak: 1.32e+13 cm^-3
many-body shift at peak (estimate): -3.38e+14 cm^-3
neutral donors at peak, 2 states: 1.3 %
neutral donors at peak, 8 states: 4.8 %
largest hole density: 4.0e+11 cm^-3
quantum correction to ln n: 8.4e-04
correction change for +10 K: 3.3 %
noise input: 1 % at 10 nm spacing
noise in N_D, sampled: 5.59e+15 cm^-3
noise in N_D, law: 5.60e+15 cm^-3
```
